# Pressure derivative of a charge-transition level from formation volumes: test program

```python
# Result under test: for a defect with charge states q and r, the level
# eps(q/r), measured from the valence-band edge Ev, obeys
#   d eps/dp = [Vf(q) - Vf(r)]/(r - q),
# where Vf(q) includes the reservoir-electron term q*dEv/dp.
# Equivalently: (Vq - Vr)/(r - q) - dEv/dp, with Vq the relaxed cell volume.
# Model: double donor in a 64-atom diamond cell, sp3s* tight binding,
# hopping proportional to hbar^2/(m*d^2), plus pair repulsion.
# x = ln(V/V0); u = outward shift of the donor's four neighbours.
# Energies are in eV, lengths in angstrom, pressures internally in eV/A^3.
import itertools
import numpy as np
from scipy import constants as const

GPA = 1e9 * 1e-30 / const.e       # eV/A^3 in one GPa
MEV = 1000.0 * GPA                # meV/GPa in one A^3
A0 = 5.4                         # rough silicon-like lattice constant
BULK_GPA = 100.0                 # rough silicon-like bulk modulus
BULK = BULK_GPA * GPA
V0 = (2 * A0)**3
D0 = np.sqrt(3) * A0 / 4

# Published silicon sp3s* set, rounded to one decimal (eV).
ES, EP, ESTAR = -4.2, 1.7, 6.7
VSS, VXX, VXY, VSP, VSTARP = -8.3, 1.7, 4.6, 5.7, 5.4
SS = VSS / 4
SP = np.sqrt(3) * VSP / 4
STARP = np.sqrt(3) * VSTARP / 4
PPS = (VXX + 2 * VXY) / 4
PPP = (VXX - VXY) / 4
DONOR_S, DONOR_P = -8.0, -2.0    # chosen donor orbital shifts

# Integer coordinates are in units of one quarter lattice constant.
sites_a = [s for s in itertools.product(range(0, 8, 2), repeat=3)
           if sum(s) % 4 == 0]
sites_b = [tuple((np.array(s) + 1) % 8) for s in sites_a]
index = {tuple(int(c) for c in s): i
         for i, s in enumerate(sites_a + sites_b)}
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
first, second, vectors, parity = [], [], [], []
for site in sites_a:
    for direction in directions:
        end = np.array(site) + direction
        first.append(index[site])
        second.append(index[tuple(int(c) for c in end % 8)])
        vectors.append(direction)
        parity.append((-1)**int(np.sum((end < 0) | (end >= 8))))
first, second = np.array(first), np.array(second)
vectors, parity = np.array(vectors, float), np.array(parity, float)
donor_site = index[(0, 0, 0)]
atom_shift = np.zeros((64, 3))
for i, j, vector in zip(first, second, vectors):
    if i == donor_site:
        atom_shift[j] = vector / np.sqrt(3)
bond_shift = atom_shift[second] - atom_shift[first]


def bonds(x, u):
    r = A0 * np.exp(x / 3) / 4 * vectors + u * bond_shift
    d = np.linalg.norm(r, axis=1)
    return d, r / d[:, None]


def spectrum(x, u, donor, antiperiodic=False):
    d, l = bonds(x, u)
    block = np.zeros((len(d), 5, 5))
    block[:, 0, 0] = SS
    block[:, 0, 1:4] = SP * l
    block[:, 1:4, 0] = -SP * l
    block[:, 4, 1:4] = STARP * l
    block[:, 1:4, 4] = -STARP * l
    block[:, 1:4, 1:4] = ((PPS - PPP) * l[:, :, None] * l[:, None, :]
                          + PPP * np.eye(3))
    scale = (D0 / d)**2
    if antiperiodic:
        scale = scale * parity
    ham = np.zeros((64, 5, 64, 5))
    ham[first, :, second, :] = block * scale[:, None, None]
    ham = ham.reshape(320, 320)
    ham = ham + ham.T
    onsite = np.tile([ES, EP, EP, EP, ESTAR], (64, 1))
    if donor:
        onsite[donor_site] += [DONOR_S, DONOR_P, DONOR_P, DONOR_P, 0]
    ham[np.diag_indices(320)] += onsite.ravel()
    return np.linalg.eigvalsh(ham)


# Pair repulsion makes the bulk stationary at V0 with the chosen modulus.
hc = 0.01
band = [2 * spectrum(x, 0, False)[:128].sum() for x in (-hc, 0, hc)]
band1 = (band[2] - band[0]) / (2 * hc)
band2 = (band[2] - 2 * band[1] + band[0]) / hc**2
power = 3 * (BULK * V0 - band2) / band1
repulsion = 3 * band1 / power / len(first)
assert power > 0 and repulsion > 0


def enthalpy(z, q, donor, p=0.0, potential=0.0):
    x, u = z
    levels = spectrum(x, u, donor)
    pairs, odd = divmod(256 + 2 * int(donor) - q, 2)
    electronic = 2 * levels[:pairs].sum() + odd * levels[pairs]
    d, _ = bonds(x, u)
    pair_energy = repulsion * np.sum((D0 / d)**power)
    return (electronic + pair_energy + p * V0 * np.exp(x)
            - q * potential * x)


def relax(q, donor, p=0.0, potential=0.0, start=(0.0, 0.0), fixed=False):
    z = np.array(start, float)
    h = 3e-4
    ex, eu = np.array([h, 0]), np.array([0, h])

    def f(y):
        return enthalpy(y, q, donor, p, potential)

    for _ in range(15):
        f0, fu, fd = f(z), f(z + eu), f(z - eu)
        gu, kuu = (fu - fd) / (2 * h), (fu - 2 * f0 + fd) / h**2
        assert kuu > 0
        if fixed:
            step = np.array([0, gu / kuu])
        else:
            fr, fl, fc = f(z + ex), f(z - ex), f(z + ex + eu)
            gx, kxx = (fr - fl) / (2 * h), (fr - 2 * f0 + fl) / h**2
            kxu = (fc - fr - fu + f0) / h**2
            assert kxx * kuu > kxu**2
            step = np.linalg.solve([[kxx, kxu], [kxu, kuu]], [gx, gu])
        z = z - step
        if np.max(np.abs(step)) < 3e-7:
            return z, f(z)
    raise AssertionError("structure did not converge")


dp_gpa = 0.5
pressures = (0.0, -dp_gpa, dp_gpa)
bulk_z, edges, states, energies = {}, {}, {}, {}
for p in pressures:
    start = bulk_z.get(0.0, (0.0, 0.0))
    bulk_z[p], _ = relax(0, False, p * GPA, start=start)
    edges[p] = spectrum(*bulk_z[p], False)[127:129]
    for q in (0, 1, 2):
        start = states.get((q, 0.0), (0.0, 0.0))
        states[q, p], energies[q, p] = relax(q, True, p * GPA, start=start)


def level(q, r, p):
    return (energies[q, p] - energies[r, p]) / (r - q) - edges[p][0]


def slope(values):
    return 1000 * (values[dp_gpa] - values[-dp_gpa]) / (2 * dp_gpa)


volume = {q: V0 * np.exp(states[q, 0.0][0]) for q in (0, 1, 2)}
bulk_volume = V0 * np.exp(bulk_z[0.0][0])
edge_formula = -2 * VXX / (3 * BULK_GPA) * 1000
edge_numeric = slope({p: edges[p][0] for p in pressures})
gap_slope = slope({p: edges[p][1] - edges[p][0] for p in pressures})
assert abs(bulk_z[0.0][0]) < 1e-4
assert abs(edge_numeric - edge_formula) < 0.05

formation = {q: volume[q] - bulk_volume + q * edge_formula / MEV
             for q in (0, 1, 2)}
pairs = ((1, 0), (2, 1), (2, 0))
direct, by_volume = {}, {}
for q, r in pairs:
    direct[q, r] = slope({p: level(q, r, p) for p in pressures})
    by_volume[q, r] = MEV * (formation[q] - formation[r]) / (r - q)
    # Allowance covers the finite pressure step and structure tolerance.
    assert abs(direct[q, r] - by_volume[q, r]) < 0.1
gap = edges[0.0][1] - edges[0.0][0]
assert 0 < level(2, 0, 0.0) < gap
assert level(2, 1, 0.0) >= level(1, 0, 0.0) - 1e-8

# A uniform potential changes bare volumes, but nearly cancels in the slope.
potential = 1.0
shifted, _ = relax(1, True, potential=potential, start=states[1, 0.0])
bare_change = -MEV * (V0 * np.exp(shifted[0]) - volume[1])
edge_change = -1000 * potential / BULK_GPA
reference_residual = bare_change - edge_change
assert abs(reference_residual) < 0.2 * abs(edge_change)

# Fixed-volume excess pressure gives the dilute relaxation volume.
clamped, excess = {}, {}
for q in (0, 2):
    z, _ = relax(q, True, start=(0, states[q, 0.0][1]), fixed=True)
    h = 3e-4
    derivative = (enthalpy(z + [h, 0], q, True)
                  - enthalpy(z - [h, 0], q, True)) / (2 * h)
    clamped[q] = -derivative / BULK
    excess[q] = -derivative / V0 / GPA
clamped_slope = -MEV * (clamped[2] - clamped[0]) / 2 - edge_formula
assert abs(clamped_slope - direct[2, 0]) < 0.25 * abs(direct[2, 0])

# Changing boundary phases measures defect-level dispersion.
phase_level, phase_slope = {}, {}
for phase in (False, True):
    values = [spectrum(x, 0, True, phase)[128] for x in (-0.001, 0, 0.001)]
    phase_level[phase] = values[1]
    phase_slope[phase] = -1000 * (values[2] - values[0]) / 0.002 / BULK_GPA

# Rough sizes of effects absent from the model.
permittivity, repulsion_u, temperature, gamma_sum = 12.0, 0.3, 300.0, 3.0
madelung = 2.8373                # simple cubic array in neutral background
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
image = madelung * e2 / (2 * permittivity * 2 * A0)
image_slope = 2 * image / (3 * BULK_GPA) * 1000
u_slope = repulsion_u / 2 / (3 * BULK_GPA) * 1000
thermal_slope = (const.k * temperature / const.e
                 * gamma_sum / BULK_GPA * 1000)
curvature = 1000 * (level(2, 0, dp_gpa) - 2 * level(2, 0, 0.0)
                    + level(2, 0, -dp_gpa)) / dp_gpa**2


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Lattice constant", A0, "A", 2)
show("Bulk modulus", BULK_GPA, "GPa", 1)
show("Cell volume V0", V0, "A^3", 2)
show("Donor s-orbital shift", DONOR_S, "eV", 1)
show("Donor p-orbital shift", DONOR_P, "eV", 1)
show("Repulsion per bulk bond", repulsion, "eV")
show("Repulsion exponent", power, "(dimensionless)")
show("Pressure step", dp_gpa, "GPa", 1)
show("Sampled bulk gap", gap, "eV")
show("1 A^3 per electron", MEV, "meV/GPa", 4)
for q in (0, 1, 2):
    show(f"q=+{q} neighbour shift", states[q, 0.0][1], "A", 4)
    show(f"q=+{q} bare relaxation volume", volume[q] - bulk_volume, "A^3")
    show(f"q=+{q} Vf without atomic reservoirs", formation[q], "A^3")
for q, r in pairs:
    show(f"Level +{q}/+{r} above Ev", level(q, r, 0.0), "eV", 4)
    show(f"Slope +{q}/+{r}, enthalpies", direct[q, r], "meV/GPa")
    show(f"Slope +{q}/+{r}, volumes", by_volume[q, r], "meV/GPa")
show("dEv/dp, numerical", edge_numeric, "meV/GPa")
show("dEv/dp, formula", edge_formula, "meV/GPa")
show("Sampled gap slope", gap_slope, "meV/GPa")
show("Slope of Ec minus 2+/0 level", gap_slope - direct[2, 0], "meV/GPa")
show("Added potential strength D", potential, "eV", 1)
show("Bare-volume slope change from D", bare_change, "meV/GPa")
show("Band-edge slope change from D", edge_change, "meV/GPa")
show("Finite-cell reference residual", reference_residual, "meV/GPa")
for q in (0, 2):
    show(f"q=+{q} excess pressure at V0", excess[q], "GPa", 4)
show("2+/0 slope from excess pressures", clamped_slope, "meV/GPa")
show("Boundary-phase level change", phase_level[True] - phase_level[False], "eV")
show("Boundary-phase slope change", phase_slope[True] - phase_slope[False], "meV/GPa")
show("Rough permittivity", permittivity, "(dimensionless)", 1)
show("Image energy, charge one", image, "eV")
show("Image effect on 2+/0 slope, size", image_slope, "meV/GPa")
show("Rough electron repulsion", repulsion_u, "eV", 1)
show("Repulsion effect on 2+/0 slope, size", u_slope, "meV/GPa")
show("Temperature", temperature, "K", 0)
show("Rough summed Gruneisen change", gamma_sum, "(dimensionless)", 1)
show("Thermal slope effect, size", thermal_slope, "meV/GPa")
show("2+/0 slope change per GPa", curvature, "meV/GPa^2")
print("no test failed")
```

It prints:

```
Lattice constant: 5.40 A
Bulk modulus: 100.0 GPa
Cell volume V0: 1259.71 A^3
Donor s-orbital shift: -8.0 eV
Donor p-orbital shift: -2.0 eV
Repulsion per bulk bond: 4.004 eV
Repulsion exponent: 5.066 (dimensionless)
Pressure step: 0.5 GPa
Sampled bulk gap: 1.501 eV
1 A^3 per electron: 6.2415 meV/GPa
q=+0 neighbour shift: 0.0836 A
q=+0 bare relaxation volume: 4.098 A^3
q=+0 Vf without atomic reservoirs: 4.098 A^3
q=+1 neighbour shift: 0.0943 A
q=+1 bare relaxation volume: 4.968 A^3
q=+1 Vf without atomic reservoirs: 3.152 A^3
q=+2 neighbour shift: 0.1063 A
q=+2 bare relaxation volume: 5.897 A^3
q=+2 Vf without atomic reservoirs: 2.266 A^3
Level +1/+0 above Ev: 0.5088 eV
Slope +1/+0, enthalpies: 5.907 meV/GPa
Slope +1/+0, volumes: 5.906 meV/GPa
Level +2/+1 above Ev: 0.5150 eV
Slope +2/+1, enthalpies: 5.532 meV/GPa
Slope +2/+1, volumes: 5.531 meV/GPa
Level +2/+0 above Ev: 0.5119 eV
Slope +2/+0, enthalpies: 5.719 meV/GPa
Slope +2/+0, volumes: 5.718 meV/GPa
dEv/dp, numerical: -11.335 meV/GPa
dEv/dp, formula: -11.333 meV/GPa
Sampled gap slope: 2.056 meV/GPa
Slope of Ec minus 2+/0 level: -3.663 meV/GPa
Added potential strength D: 1.0 eV
Bare-volume slope change from D: -10.186 meV/GPa
Band-edge slope change from D: -10.000 meV/GPa
Finite-cell reference residual: -0.186 meV/GPa
q=+0 excess pressure at V0: 0.3236 GPa
q=+2 excess pressure at V0: 0.4642 GPa
2+/0 slope from excess pressures: 5.805 meV/GPa
Boundary-phase level change: -0.011 eV
Boundary-phase slope change: -1.317 meV/GPa
Rough permittivity: 12.0 (dimensionless)
Image energy, charge one: 0.158 eV
Image effect on 2+/0 slope, size: 1.051 meV/GPa
Rough electron repulsion: 0.3 eV
Repulsion effect on 2+/0 slope, size: 0.500 meV/GPa
Temperature: 300 K
Rough summed Gruneisen change: 3.0 (dimensionless)
Thermal slope effect, size: 0.776 meV/GPa
2+/0 slope change per GPa: -0.193 meV/GPa^2
no test failed
```
